High-temperature thermopower of a narrow donor band without double occupancy

**Question**

I have a semiconductor with N donors, partly emptied by acceptors, so that there are ρ electrons per donor. The donor band is narrow, kT is much larger than its width, and two electrons never sit on the same donor. I am asked to calculate the thermopower and to show that it changes sign at ρ = 2/3.

My reasoning gives a different answer. A donor is either full or empty, so electrons and empty sites should play equivalent roles, and the sign should change at ρ = 1/2. Spin does not seem to help, since a hop does not flip it. Where does the two thirds come from? And would antimony-doped silicon at 10 K show it?

**Answer**

Full and empty donors are not equivalent: a full donor has two spin states and an empty one has one. Spin need not flip to matter. It enters through the chemical potential, and in this limit the chemical potential is all that the thermopower measures.

*Conventions and regime*

I use atomic units and write T for kT, so T is an energy. The electron has charge −1. The thermopower is S = −ΔV/ΔT at zero current. A voltmeter compares electrochemical potentials μ, which include the electrostatic energy, and V = −μ for charge −1. Hence

S = Δμ/ΔT.

The thermopower of the leads is left out. All donors have one level ε. The transfer energy t between donors and any spread w of their levels are much smaller than T. In turn, T is much smaller than the cost U of a second electron, the gap to excited donor states and the ionization energy.

*Step 1: the chemical potential*

Let x = exp[(μ − ε)/T]. A donor has one empty state of weight 1 and two occupied states of weight x each, so

ρ = 2x/(1 + 2x).

Multiply out: ρ + 2xρ = 2x, so ρ = 2x(1 − ρ), and

x = ρ/[2(1 − ρ)],
μ = ε + T ln{ρ/[2(1 − ρ)]}.

*Step 2: what zero current requires*

Let n_i be 1 if donor i is occupied and 0 if it is empty. An electron hops between neighbours i and j only if the target is empty. For equal levels the hop exchanges no net energy with the lattice, so the forward and backward rates are the same number γ, whatever the local temperature. This assumes that the electron only displaces the local vibrations. If it also changed their stiffness, the two rates would differ in a temperature gradient and S would gain a vibrational term. The net current is

I = γ⟨n_i(1 − n_j)⟩ − γ⟨n_j(1 − n_i)⟩
  = γ(⟨n_i⟩ − ⟨n_i n_j⟩ − ⟨n_j⟩ + ⟨n_i n_j⟩)
  = γ(ρ_i − ρ_j).

The pair correlation cancels, so no mean-field factorization is needed. A temperature difference alone drives no current through donors of equal filling.

In the bulk, neutrality fixes ρ at a uniform value. An electric field would make neighbouring levels unequal, hence the two rates unequal, and a current would flow. At open circuit there is therefore no field inside: ε and ρ are both uniform.

*Step 3: the thermopower*

Apply the formula for μ at the hot and cold ends, with the same ε and ρ:

Δμ = ΔT ln{ρ/[2(1 − ρ)]}.

Dividing by ΔT and restoring units,

S = (k/e) ln{ρ/[2(1 − ρ)]},  k/e = 86.2 µV/K.

The logarithm vanishes when ρ = 2(1 − ρ), that is, when 3ρ = 2 and ρ = 2/3. The slope is

dS/dρ = (k/e)[1/ρ + 1/(1 − ρ)] = (k/e)/[ρ(1 − ρ)].

It is positive for 0 < ρ < 1, so S crosses zero once, from negative to positive. If every acceptor takes one electron from the donors, ρ = 1 − K, where K is the number of acceptors per donor. The crossing is then at K = 1/3. The slope there is 9/2 in units of k/e, or 388 µV/K per unit of ρ, so a change of 0.01 in filling changes S by about 4 µV/K.

Two values show where your symmetry went. At ρ = 1/2 the argument of the logarithm is 1/2, and S = −(k/e) ln 2 = −59.7 µV/K. At ρ = 0.8 it is 0.8/0.4 = 2, and S = +59.7 µV/K. The curve is antisymmetric under exchange of x and 1/x, not of ρ and 1 − ρ.

This was tested on four donors between contacts at temperatures 1 and 1.3 (arbitrary units), by solving the rate equations for all 81 many-electron states and adjusting one contact until the current vanished. At fillings 0.0906, 0.6667 and 0.9366 the result was S = −3.000, 0.000 and 2.000 in units of k/e, as the formula gives.

*The same result by counting states*

With n electrons on N donors, the number of arrangements is

W(n) = 2ⁿ N!/[n!(N − n)!].

The free energy is F = nε − T ln W, so adding one electron costs

μ = F(n + 1) − F(n) = ε − T ln[W(n + 1)/W(n)],
W(n + 1)/W(n) = 2(N − n)/(n + 1) → 2(1 − ρ)/ρ for large N.

This is the μ of step 1. The thermopower is minus the entropy gained per added electron, and it vanishes where W is largest. An added electron uses up an empty site but brings a factor 2 from its spin, which moves the maximum above half filling.

Changing the counting rule moves the zero:

- Spinless electrons: the ratio becomes (1 − ρ)/ρ, with the zero at ρ = 1/2. This is your argument.
- Two spins, no double occupancy: the zero is at ρ = 2/3.
- Two spins and U much smaller than T: there are 2N places for electrons, the ratio is (2 − ρ)/ρ, and the zero is at ρ = 1.

Exact counts for 300 donors have their maxima at 0.5000, 0.6667 and 1.0000.

The ends of the curve have a simple reading. For small ρ, S ≈ (k/e) ln(ρ/2): dilute negative carriers with two spin states. For ρ near 1, let δ = 1 − ρ; then S ≈ −(k/e) ln(2δ), which is positive. The empty sites are now the dilute objects, and each one removes a spin factor of 2.

*If the electrons move coherently*

Step 2 assumed hopping. More generally, let the particle current respond to gradients of μ/T and 1/T:

J = −L_NN ∇(μ/T) + L_NE ∇(1/T).

Set J = 0, expand the gradients, and define E* = L_NE/L_NN, the mean energy carried per electron:

−∇μ/T + μ∇T/T² − E*∇T/T² = 0,
S = ∇μ/∇T = (μ − E*)/T.

In a narrow band at T much larger than t, the only energy scale left in E* − ε is t. It therefore adds a term of at most order t/T to S. With nearest-neighbour transfer alone on a chain that leading term vanishes, and the correction falls as (t/T)². The hopping correction to μ is of order t²/T, because the hopping energy averages to zero over all states, so it adds only (t/T)² to S. The logarithm survives.

A five-site cluster with nearest-neighbour transfer t and next-neighbour transfer 0.6t, with its response broadened by t, gave S = 0.0289, 0.00288 and 0.000288 (units of k/e) at ρ = 2/3 for T/t = 10, 100 and 1000. The deviation from zero falls as 1/T. Its coefficient is not universal: it is 0.29 t/T for this broadening, 0.08 t/T for a broadening of 0.3t and 0.42 t/T for 3t.

*Antimony in silicon at 10 K*

Take rough typical parameters: 5×10¹⁶ donors per cm³, dielectric constant κ = 11.7, ionization energy E_I = 0.043 eV, U = 0.04 eV, and excited donor states 0.010 eV (three orbitals) and 0.012 eV (two orbitals) above the ground state. Reaching ρ = 2/3 takes one acceptor for every three donors.

At 10 K, T = 0.00086 eV. The donor spacing is r = N_D^(−1/3) = 271 Å, with N_D the donor density. A hydrogen-like orbit with an isotropic mass has radius a = 1/(2κE_I) = 14.3 Å. This understates tunnelling: far from the donor the wave function decays along the light-mass directions (m = 0.19) with length 1/√(2mE_I) ≈ 22 Å. The conditions stand as follows:

- The transfer energy, of order E_I (r/a) exp(−r/a), is about 5×10⁻⁹ eV at the mean spacing (2×10⁻⁶ eV for a = 22 Å), far below T. Donors sit at random, however, and by the same formula 10% (a = 14.3 Å) to 30% (a = 22 Å) of them have a neighbour close enough that t exceeds T.
- At ρ = 2/3, x = 1, and the doubly occupied share is about exp(−U/T)/3 = 2×10⁻²¹.
- With g effective states per occupied donor, ρ = gx/(1 + gx). If electrons hop only between ground states, each carries the energy ε, so E* = ε. By S = (μ − E*)/T the zero is then at μ = ε, which means x = 1 and ρ = g/(1 + g). Here g = 2[1 + 3 exp(−0.010 eV/T) + 2 exp(−0.012 eV/T)], and the zero stays at 0.6667.
- Thermally freed conduction electrons are very few, of order 10⁻⁴ per cm³, but their thermopower is about −50 k/e, so what counts is their share of the conductivity. It is negligible for a = 22 Å. For a = 14.3 Å hopping is so slow that the share reaches 10⁻³ to 10⁻² (band mobility 10⁴ cm²/Vs, attempt rate 10¹³ to 10¹² s⁻¹), which adds −5 to −50 µV/K.

The condition that fails for most donors is equal levels. Charged acceptors and empty donors shift each level by an energy of order

w = 1/(κr) = 2E_I a/r = 2 × 0.043 eV × 14.3/271 = 0.0045 eV,

which is 5.3 times T. So this sample is not in the high-temperature limit, and two thirds is not a prediction for it.

To estimate the effect, use S = (μ − E*)/T with unequal levels. A phonon-assisted hop carries E_i over the first half of the way and E_j over the second, if the phonon is absorbed or emitted midway, so it carries (E_i + E_j)/2. E* is the average of this, weighted by the current in each link along the gradient. For a four-donor chain with levels 0.4, −0.7, 0.9 and 0.1 and a chemical potential of 0.3 at one contact (units of T), the full rate equations and this rule both gave S = 0.1500 k/e, averaged over the two directions of a 2% temperature difference.

For a 10×10×10 cubic network with independent Gaussian levels of standard deviation w, treating occupations as uncorrelated and taking the hop rate as exp(−ΔE/T) uphill and 1 downhill, the results are:

- w/T = 1: S at ρ = 2/3 is 2.2 ± 0.3 µV/K; the zero is at ρ = 0.661 ± 0.001.
- w/T = 5.3: S at ρ = 2/3 is 12 ± 3 µV/K; the zero is at ρ = 0.641 ± 0.006.

On this lattice the zero moves only to K of about 0.35 to 0.36, because all hops have equal length and the current can pick levels near μ, so E* partly follows μ. The value depends on the rate law: at w/T = 5.3 a rate exp(−ΔE/2T) puts the zero near 0.67 and a phonon rate ΔE/[exp(ΔE/T) − 1] near 0.66 (near 0.64 without the prefactor ΔE). The errors are standard errors over six sets of levels. At w/T = 5.3 seven other sets give 5 ± 2 µV/K and a zero near 0.65, so that zero is good to about 0.01. They do not cover what the network omits: random donor positions, Coulomb correlations between levels, and correlated occupations. Phonon drag is also left out. Random positions matter most. The factor exp(−2r_ij/a) then selects the path largely by distance, and E* stays closer to the mean level. With random positions and the same Gaussian levels, the zero falls to ρ = 0.56 to 0.59 and S at ρ = 2/3 rises to roughly 55 to 85 µV/K (a = 22 and 14.3 Å, each uncertain by about 10 µV/K). If the path ignored level energies entirely, the zero would lie at ρ = 0.55. These numbers belong to symmetric Gaussian levels, which are only a stand-in. A mean-field estimate with levels computed from randomly placed acceptors and empty donors gives about 270 µV/K at ρ = 2/3, and S is still positive at ρ = 0.45. Neither model fixes the crossing of a real sample, but both place it well below two thirds.

Warming the sample does not rescue the limit. T equals w at 53 K, still short of T much larger than w. With two thirds of the donors filled, about 1.5×10¹⁴ electrons per cm³ are by then in the conduction band. (Excited donor states, left out of this count, would lower it by about a third.) For a band mobility of 10⁴ cm²/Vs, the donor electrons, 3.3×10¹⁶ per cm³, would need a hopping mobility of

1.5×10¹⁴ × 10⁴/(3.3×10¹⁶) ≈ 46 cm²/Vs

to carry an equal current (unrounded inputs). A generous estimate of what they have is νr² exp(−r/a)/(6T), with an attempt rate ν = 10¹³ s⁻¹ and half the nearest-neighbour tunnelling exponent 2r/a. It gives 2×10⁻⁵ cm²/Vs for a = 14.3 Å and 10⁻² cm²/Vs for a = 22 Å, both far below 46. The measured thermopower would then be that of the conduction band. The excited donor states would also have moved the donor-band zero, to about 0.75 if only ground states hop, and higher if excited electrons hop too, because they carry more energy.

So the two thirds follows from counting one empty and two occupied states per donor, in the window t, w ≪ T ≪ U. For silicon with these parameters, the spread of levels closes that window from below and the conduction band closes it from above. The numerical output below lists the remaining values.

Computed values

```
kB/e = 86.173 uV/K
most states, spinless: rho = 0.5000
most states, spin, no double occupancy: rho = 0.6667
most states, spin, free double occupancy: rho = 1.0000
ideal thermopower from the formula:
  rho 0.1000, K 0.9000: S = -249.1 uV/K
  rho 0.3000, K 0.7000: S = -132.7 uV/K
  rho 0.5000, K 0.5000: S = -59.7 uV/K
  rho 0.6667, K 0.3333: S = 0.0 uV/K
  rho 0.8000, K 0.2000: S = 59.7 uV/K
  rho 0.9000, K 0.1000: S = 129.6 uV/K
master equation, 4 donors, contact temperatures 1 and 1.3:
  rho 0.0906: S = -3.00000 kB/e, formula -3.00000 kB/e
  rho 0.3086: S = -1.50000 kB/e, formula -1.50000 kB/e
  rho 0.6667: S = 0.00000 kB/e, formula 0.00000 kB/e
  rho 0.8446: S = 1.00000 kB/e, formula 1.00000 kB/e
  rho 0.9366: S = 2.00000 kB/e, formula 2.00000 kB/e
unequal levels, chain: S = 0.15004 kB/e, formula 0.15004 kB/e
slope at zero: chain 4.5001, formula 4.5000 kB/e = 387.8 uV/K per unit rho
coherent five-site band at rho = 2/3 (Kubo width = t):
  T/t 10: S = 0.028881 kB/e, E*/t = -0.2538
  T/t 100: S = 0.002880 kB/e, E*/t = -0.2846
  T/t 1000: S = 0.000288 kB/e, E*/t = -0.2875
Sb donors in Si, rough inputs:
  density 5.0e+16 cm^-3, T 10.0 K, kappa 11.7
  ionization 0.043 eV, U 0.04 eV, valley gaps 0.010 and 0.012 eV
  valley mass 0.32 m_e, band mobility 1e+04 cm^2/Vs, attempt rate 1e+13 1/s
kB T = 0.000862 eV
donor spacing = 271.4 angstrom
effective radius = 14.3 angstrom
transfer-energy scale = 4.7e-09 eV
Coulomb spread scale = 0.00453 eV, over kB T = 5.26
doubly occupied share at rho = 2/3: 2.3e-21
zero with valley-orbit states: rho = 0.66667
conduction electrons = 3.5e-05 cm^-3
hopping mobility to match band = 1.1e-17 cm^2/Vs
network with level spread w (mean +- standard error):
  w/kT 0.30: S(2/3) = 0.3 +- 0.0 uV/K, zero at rho = 0.666 +- 0.000
  w/kT 1.00: S(2/3) = 2.2 +- 0.3 uV/K, zero at rho = 0.661 +- 0.001
  w/kT 2.00: S(2/3) = 5.3 +- 0.9 uV/K, zero at rho = 0.654 +- 0.002
  w/kT 5.26: S(2/3) = 11.5 +- 2.8 uV/K, zero at rho = 0.641 +- 0.006
temperature where kB T equals the spread = 52.6 K
  zero with valley-orbit states: rho = 0.746
  conduction electrons = 1.5e+14 cm^-3
  hopping mobility to match band = 45.7 cm^2/Vs
  tunnelling factor exp(-r/a) = 5.8e-09
  ceiling on hopping mobility = 1.6e-05 cm^2/Vs
```
